# Dangling-bond levels of the ideal silicon divacancy in D3d symmetry

## Problem

Two neighbouring atoms are removed from a silicon crystal and the remaining atoms stay at their lattice sites. Each vacancy is left with three neighbours, and each of these has one broken bond. Describe the broken bonds by six real sp³ hybrids: $|1\rangle,|2\rangle,|3\rangle$ around the first vacancy and $|1'\rangle,|2'\rangle,|3'\rangle$ around the second. The positive lobe of each hybrid points to its own vacancy, and inversion about the midpoint of the divacancy takes $|j\rangle$ to $|j'\rangle$. The hybrids are taken as orthonormal, and all other orbitals of the crystal are left out at first.

Let $\varepsilon$ be the energy of one hybrid, and define the hoppings

- $t$ between two hybrids of the same vacancy,
- $u$ between inversion partners, such as $1$ and $1'$,
- $v$ between the other pairs across the divacancy, such as $1$ and $2'$.

Show that symmetry allows no further parameters. Find the symmetry-adapted orbitals, their energies and their filling in the neutral defect. Determine what fixes the order of the two doublets.

For numbers, take $\varepsilon=0$, $t=-0.50$ eV, $v=-0.15$ eV and $u=-0.03$ eV. These are round values of a rough size suited to silicon, not results of a calculation for it.

## First estimate by scaling

Two equal orbitals joined by a hopping $h$ split by $2|h|$. This sets two energy scales. Within a vacancy the levels should spread by about

$$2|t|=1.0\ \text{eV}.$$

Across the divacancy the stronger hopping is $v$, so each level of a single vacancy should split into an even and an odd partner separated by about

$$2|v|=0.30\ \text{eV}.$$

The estimate predicts two well-separated groups of levels. It cannot tell how the splitting differs between the groups, or whether the even or the odd partner lies lower.

## Exact solution of the six-orbital model

**Three hoppings.** In units of a quarter of the cubic lattice constant, put the vacancies at $(0,0,0)$ and $(1,1,1)$. Three of the neighbours are

$$\mathbf r_1=(1,-1,-1),\qquad \mathbf r_{1'}=(0,2,2),\qquad \mathbf r_{2'}=(2,0,2),$$

and $\mathbf r_2=(-1,1,-1)$. The squared distances from atom 1 are

$$|\mathbf r_1-\mathbf r_2|^2=8,\qquad |\mathbf r_1-\mathbf r_{2'}|^2=11,\qquad |\mathbf r_1-\mathbf r_{1'}|^2=19 .$$

A bond has squared length 3. With a bond length of roughly 0.235 nm, the distances for $t$, $v$ and $u$ are therefore 0.384, 0.450 and 0.591 nm. The inversion partner is the farthest of the five other atoms.

The six hybrids form 15 pairs: six within the vacancies, three partner pairs and six other cross pairs. The threefold rotation and the inversion carry any pair of one class into any other pair of that class. They permute the hybrids without a change of sign, because a positive lobe pointing to a vacancy is carried to another such lobe. Each class thus has one hopping. The two classes of cross pairs are not related by symmetry, so a single "cross-vacancy hopping" would be an additional assumption.

**Reduction.** The group $D_{3d}$ has 12 operations. The character $\chi$ of the six-hybrid representation is the number of hybrids left in place. The identity leaves six. Each of the three mirror planes $\sigma_d$ contains the divacancy axis and one atom on either side, so it leaves two. The rotations $C_3$ move every hybrid, and the operations $i$, $S_6$ and $C_2'$ exchange the two sides, so these leave none. An irreducible representation $\Gamma$ therefore occurs

$$n_\Gamma=\frac{1}{12}\left[6\,\chi_\Gamma(E)+3\cdot 2\,\chi_\Gamma(\sigma_d)\right]=\frac{\chi_\Gamma(E)+\chi_\Gamma(\sigma_d)}{2}$$

times. For $a_{1g}$ and $a_{2u}$ both characters are 1, which gives $n=1$. For $a_{2g}$ and $a_{1u}$ the mirror character is $-1$, which gives $n=0$. For $e_g$ and $e_u$ the characters are 2 and 0, which gives $n=1$. Hence

$$\Gamma_6=a_{1g}+a_{2u}+e_g+e_u .$$

Each representation occurs once, so symmetry alone fixes the orbitals and no further diagonalization is needed.

**Energies.** In the order $1,2,3,1',2',3'$ the Hamiltonian is

$$H=\begin{pmatrix}T&C\\ C&T\end{pmatrix},\qquad T=(\varepsilon-t)I+tJ,\qquad C=(u-v)I+vJ,$$

where $I$ is the $3\times3$ unit matrix and every element of $J$ is 1. The diagonal of $T$ is $\varepsilon-t+t=\varepsilon$ and that of $C$ is $u-v+v=u$, as required.

The vector $\mathbf s=(1,1,1)/\sqrt3$ satisfies $J\mathbf s=3\mathbf s$. The vectors

$$\mathbf x=\frac{(2,-1,-1)}{\sqrt6},\qquad \mathbf y=\frac{(0,1,-1)}{\sqrt2}$$

have components that add to zero, so $J\mathbf x=J\mathbf y=0$. It follows that

$$T\mathbf s=(\varepsilon+2t)\mathbf s,\quad C\mathbf s=(u+2v)\mathbf s,\quad T\mathbf x=(\varepsilon-t)\mathbf x,\quad C\mathbf x=(u-v)\mathbf x,$$

and $\mathbf y$ has the same eigenvalues as $\mathbf x$.

For any of these vectors $\mathbf w$, form $(\mathbf w,\pm\mathbf w)/\sqrt2$. The upper sign is even under inversion and the lower sign is odd. The upper block of $H$ acting on it gives $(T\pm C)\mathbf w/\sqrt2$, and the lower block gives $\pm(T\pm C)\mathbf w/\sqrt2$. The energy is therefore the eigenvalue of $T$ plus or minus that of $C$.

The even sum $(\mathbf s,\mathbf s)$ is unchanged by all operations and is $a_{1g}$. The odd sum changes sign when the sides are exchanged but not under $\sigma_d$, and is $a_{2u}$. The doublets are $e_g$ and $e_u$. Thus

$$\begin{aligned}
E(a_{1g})&=\varepsilon+2t+u+2v,\\
E(a_{2u})&=\varepsilon+2t-u-2v,\\
E(e_g)&=\varepsilon-t+u-v,\\
E(e_u)&=\varepsilon-t-u+v.
\end{aligned}$$

**Numbers and filling.** Here $u+2v=-0.33$ eV and $u-v=0.12$ eV, so

$$\begin{aligned}
E(a_{1g})&=-1.00-0.33=-1.33\ \text{eV},\\
E(a_{2u})&=-1.00+0.33=-0.67\ \text{eV},\\
E(e_u)&=0.50-0.12=0.38\ \text{eV},\\
E(e_g)&=0.50+0.12=0.62\ \text{eV}.
\end{aligned}$$

In the neutral defect each hybrid contributes one electron. Filling the lowest orbitals gives $a_{1g}^2a_{2u}^2e_u^2$, with one-electron energy $2(-1.33-0.67+0.38)=-3.24$ eV relative to six uncoupled hybrids. The doublet $e_u$ can hold four electrons and is half filled.

**Order of the doublets.** Subtraction gives

$$E(e_g)-E(e_u)=2(u-v).$$

For negative hoppings this equals $2(|v|-|u|)$, so $e_u$ is lower when $|v|>|u|$. The amplitudes show why. In a doublet $w_1+w_2+w_3=0$, hence $w_2+w_3=-w_1$. The odd orbital has amplitudes $-w_j$ on the far side, so the two atoms joined to atom 1 by $v$ carry $-(w_2+w_3)=+w_1$ in total. This is bonding through $v$. The partner carries $-w_1$, which is antibonding through $u$.

Two other cases show the competition. If $u=v$, the four $e$ orbitals are degenerate, although the $a$ levels are still split by $6|v|$. If $v=0$ and $u=-0.10$ eV, with $t$ unchanged, then $e_g$ lies at 0.40 eV and $e_u$ at 0.60 eV, and the order is reversed.

Distance favours $v$, but direction favours $u$: the cosine of the angle between a hybrid and the line to the other atom is 0.93 for the partner and 0.52 for a $v$ pair. Overlaps weigh the two effects. For hybrids built from Slater 3s and 3p functions with effective charge 4.15, the overlaps for $t$, $v$ and $u$ are 0.155, 0.040 and 0.008. For these orbitals distance prevails. The ratios to the first, 0.26 and 0.05, are close to the chosen hopping ratios 0.30 and 0.06. These numbers depend on the tail of the orbitals. Hartree–Fock 3s and 3p orbitals of the Si atom (aug-cc-pVTZ basis) give 0.21, 0.066 and 0.026, with ratios 0.32 and 0.12: the order is kept, but the partner overlap is relatively twice as large. A slower decay, such as a $d^{-2}$ law with universal two-centre coefficients, makes $u$ and $v$ nearly equal. An overlap indicates the trend of a hopping but is not a calculation of it.

**From levels back to hoppings.** Four levels determine four parameters. Define

$$A=\tfrac12[E(a_{1g})-E(a_{2u})]=u+2v,\qquad B=\tfrac12[E(e_g)-E(e_u)]=u-v .$$

Then $A-B=3v$ and $A+2B=3u$. The $a$ levels add to $2\varepsilon+4t$ and the $e$ levels to $2\varepsilon-2t$, so

$$v=\frac{A-B}{3},\quad u=\frac{A+2B}{3},\quad t=\frac{E(a_{1g})+E(a_{2u})-E(e_g)-E(e_u)}{6}.$$

The energy $\varepsilon$ is the mean of the six orbital energies. With $A=-0.33$ eV and $B=0.12$ eV, these formulas return $v=-0.15$ eV and $u=-0.03$ eV.

## Comparison of the estimate with the solution

| Quantity | Estimate (eV) | Solution (eV) |
|---|---:|---:|
| Separation of group centres | 1.0 | 1.5 |
| Splitting of the $a$ levels | 0.30 | 0.66 |
| Splitting of the $e$ levels | 0.30 | 0.24 |

The group centres lie $3|t|$ apart, not $2|t|$, because the two neighbours of a hybrid around its vacancy contribute $2t$ in the $a$ orbitals and, since the amplitudes there add to zero, $-t$ in the $e$ orbitals. The estimate is one third too small relative to the solution. In the $a$ orbitals, one partner and two $v$ neighbours act together, and the splitting $2|u+2v|$ is more than twice the estimate. In the $e$ orbitals the two hoppings compete, and the estimate is 25% too large. The scales are right, but the factors and the order of the doublets come from the phases.

## What the six-orbital model leaves out

**Overlap.** Suppose the hybrids are not orthogonal and the hoppings denote $H_{ij}-\varepsilon S_{ij}$, where $S$ is the overlap matrix. Since $S$ has the same pattern as $H$, each level measured from $\varepsilon$ is divided by the matching eigenvalue of $S$. For $e_u$ this eigenvalue is $1-0.155-0.008+0.040=0.877$, and the level moves from 0.38 to 0.43 eV. With the hoppings held fixed, the $e_g$–$e_u$ splitting grows from 0.24 to 0.33 eV.

**The rest of the crystal.** Let $P$ denote the six hybrids and $Q$ all other orbitals, with amplitudes $p$ and $q$. The $Q$ rows of the eigenvalue equation give $q=(E-H_{QQ})^{-1}H_{QP}\,p$, provided $E$ is not an eigenvalue of $H_{QQ}$. Inserting this in the $P$ rows gives $H_{\rm eff}(E)\,p=E\,p$ with

$$H_{\rm eff}(E)=H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}.$$

The surrounding crystal has the same $D_{3d}$ symmetry, so $H_{\rm eff}$ keeps the four-parameter form, with parameters that depend on $E$.

A periodic cell of 214 atoms with four hybrids each illustrates the change, whose size depends on the two crystal hoppings chosen. The hopping is $-1.0$ eV between hybrids of one atom and $-4.0$ eV along a bond. The levels become $-1.09$, $-0.59$, 0.33 and 0.48 eV in the same order, and between 75 and 83% of each state remains on the six hybrids. The doublet splitting falls to 0.15 eV. At the $e_u$ level the effective parameters are $\varepsilon=-0.090$, $t=-0.515$, $u=-0.027$ and $v=-0.123$ eV, and the formula gives $-0.090+0.515+0.027-0.123=0.33$ eV, as it should.

**Distortion.** Change the hopping between atoms 2 and 3, and between $2'$ and $3'$, by $\delta$. To first order the $\mathbf x$ component of $e_u$ shifts by $2\delta(-1)(-1)/6=\delta/3$ and the $\mathbf y$ component by $2\delta(1)(-1)/2=-\delta$. The splitting is $4|\delta|/3$, or 0.067 eV for $\delta=-0.05$ eV; diagonalization gives 0.066 eV. Averaged over the three pairs of a vacancy, the change is $\delta/3$. This symmetric part shifts both components by $-\delta/3$. The rest, which lowers the symmetry, shifts them by $\pm2\delta/3$ and leaves the $a$ levels unchanged to first order. Through this part two electrons in the lower component gain $4|\delta|/3$, which is linear in the distortion, while the elastic cost of a small symmetry-lowering distortion is quadratic. This is the Jahn–Teller tendency of a paired $e_u^2$ filling in the one-electron picture. A repulsion that varies with distance splits the $e_u^2$ singlets into a doublet and a higher single state. Within the pure $e_u^2$ filling the distortion has no first-order effect on the doublet and only couples it to the higher state (a pseudo-Jahn–Teller effect). The gain then approaches $4|\delta|/3$ only when $|\delta|$ exceeds this splitting. For the six electrons with a Coulomb repulsion screened by a permittivity of 12 and an on-site repulsion of 0.5 to 2 eV, the lowest singlet gains less than a sixth of $4|\delta|/3$ at $|\delta|=0.001$ eV and 84 to 95% of it at $\delta=-0.05$ eV.

**Silicon.** The gap of silicon is roughly 1.1 eV, whereas the model crystal has a gap of 4.0 eV, so its levels cannot be read as positions in the silicon gap. The six-orbital levels span 1.95 eV, and not all of them could fit into the real gap. The real divacancy also relaxes, and in charge states with a partly filled doublet it loses its threefold symmetry at low temperature. In the model, a 10% change of one hopping on each side already splits $e_u$ by more than a quarter of the $e_g$–$e_u$ separation. Electron repulsion can also mix different fillings. A repulsion equal for all pairs of electrons would not do so, but its variation with distance does. With a rough bulk permittivity of 12 the repulsion is about 0.3 eV at the distance of a $t$ pair, and it is larger for two electrons on one hybrid. The variation may therefore be comparable with the $e_g$–$e_u$ separation, and a single orbital filling may be a poor description. Nor does the filling $e_u^2$ settle the total spin: without distortion, the two electrons can form a singlet or, with one in each component, a triplet. The thermal energy at 300 K, 0.026 eV, is small beside the $e_g$–$e_u$ separation. The symmetry labels hold for the unrelaxed defect in a one-electron description. The four energy formulas with a single set of parameters hold for the six orthonormal hybrids alone. In the crystal the parameters depend on the energy, so inserting its four levels in the inverse formulas does not in general give the hoppings between the hybrids. The numerical levels are illustrative. The full set of values is in the numerical output.

## Computed values

```
Irrep counts: {'a1g': 1, 'a2g': 0, 'eg': 1, 'a1u': 0, 'a2u': 1, 'eu': 1}
Bond length (rough input): 0.235 nm
Distance for t: 1.6330 bonds = 0.3838 nm
Distance for v: 1.9149 bonds = 0.4500 nm
Distance for u: 2.5166 bonds = 0.5914 nm
Inputs eps, t, u, v: 0.00, -0.50, -0.03, -0.15 eV
Cross sums u+2v, u-v: -0.33, 0.12 eV
Level a1g: -1.330 eV
Level a2u: -0.670 eV
Level eu: 0.380 eV
Level eg: 0.620 eV
eg minus eu: 0.240 eV
One-electron energy of six electrons: -3.240 eV
Partner-only case u=-0.10, v=0: eg 0.400, eu 0.600 eV
Slater effective charge: 4.15 (no unit)
Slater exponent: 26.14 nm^-1
Overlaps for t, v, u: 0.1547, 0.0398, 0.0084 (no unit)
Overlap ratios v/t, u/t: 0.257, 0.054 (no unit)
Aim cosines for v, u: 0.522, 0.927 (no unit)
With overlap, level a1g: -0.952 eV
With overlap, level a2u: -0.549 eV
With overlap, level eu: 0.433 eV
With overlap, level eg: 0.762 eV
Distortion delta: -0.050 eV; eu splitting: 0.0661 eV
First-order eu splitting: 0.0667 eV
Relative permittivity (rough input): 12 (no unit)
Screened repulsion at distance t: 0.313 eV
Thermal energy at 300 K: 0.0259 eV
Crystal same-atom, bond hopping: -1.0, -4.0 eV
Atoms in defect cell: 214
Crystal band edges: -3.000, 1.000 eV
Crystal level a1g: -1.089 eV, dangling weight 0.825
Crystal level a2u: -0.590 eV, dangling weight 0.817
Crystal level eu: 0.329 eV, dangling weight 0.803
Crystal level eg: 0.477 eV, dangling weight 0.755
Crystal eg minus eu: 0.148 eV
Effective eps, t, u, v at eu level: -0.0897, -0.5149, -0.0267, -0.1234 eV
```
